# Fermi Velocity and Bandwidth with Bare and Screened Exchange: a program that tests the result

```python
"""
Exchange band of the uniform electron gas, bare and Yukawa-screened.

Result under test (Hartree atomic units, paramagnetic gas, zero temperature):
  band(k) = k^2/2 + Sigma(k),
  Sigma(k) = - integral over p < kF of d^3p/(2 pi)^3 v(|k-p|).
  v = 4 pi/q^2: the slope of the band diverges logarithmically at kF, the
  density of states vanishes there, and the bandwidth excess is kF/pi.
  v = 4 pi/(q^2 + kappa^2): slope and density of states are finite at kF, and
  the bandwidth excess is (kF/pi) F(kappa/kF), with F falling from 1 towards 0.
Symbols: kF Fermi wavenumber, kappa screening wavenumber, q momentum transfer,
  delta = |k - kF|, g density of states per volume (both spins), g0 its value
  for free electrons at kF.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
pi = np.pi
rs = 4.0
kF = (9 * pi / 4) ** (1 / 3) / rs
g0 = kF / pi**2
kappa_tf = np.sqrt(4 * pi * g0)


# ---------- self-energy from its definition ----------
def exchange_by_shells(k, v, n=120):
    """Direct integral over the Fermi sphere, for a smooth integrand."""
    x, w = np.polynomial.legendre.leggauss(n)
    p = 0.5 * kF * (x + 1)
    wp = 0.5 * kF * w
    q = np.sqrt(k**2 + p[:, None]**2 - 2 * k * p[:, None] * x[None, :])
    return -np.sum((wp * p**2)[:, None] * w[None, :] * v(q)) / (4 * pi**2)


GL_X, GL_W = np.polynomial.legendre.leggauss(16)


def exchange_by_rays(k, radial, cut=None):
    """Same integral for k <= kF, in polar coordinates centred on k.
    radial(Q) is the integral of q^2 v(q) from 0 to Q; Q is the distance
    from k to the Fermi surface. cut marks a kink of radial."""
    g = np.geomspace(1e-4, 1, 30)
    edges = np.concatenate((-g[::-1], [0.0], g))
    depth = (kF - k) * (kF + k)
    if cut is not None:
        mu_cut = (depth - cut**2) / (2 * k * cut)
        if abs(mu_cut) < 1:
            edges = np.sort(np.append(edges, mu_cut))
    half = 0.5 * np.diff(edges)
    mid = 0.5 * (edges[1:] + edges[:-1])
    mu = (mid[:, None] + half[:, None] * GL_X).ravel()
    w = (half[:, None] * GL_W).ravel()
    root = np.sqrt(depth + (k * mu)**2)
    far = root + k * np.abs(mu)
    reach = np.where(mu < 0, far, depth / far)
    return -np.sum(w * radial(reach)) / (4 * pi**2)


def central_slope(func, k, h):
    return (func(k + h) - func(k - h)) / (2 * h)


def coulomb(q):
    return 4 * pi / q**2


def coulomb_radial(Q):
    return 4 * pi * Q


def yukawa(kappa):
    return lambda q: 4 * pi / (q**2 + kappa**2)


def yukawa_radial(kappa):
    return lambda Q: 4 * pi * (Q - kappa * np.arctan(Q / kappa))


def power_radial(s):
    return lambda Q: 4 * pi * Q**(3 - s) / (3 - s)


# ---------- derived formulas ----------
def slope_by_transfer(k, v, points=None):
    """Slope of Sigma as an integral over momentum transfer."""
    f = lambda q: q * v(q) * (1 + (kF**2 - q**2) / k**2)
    val = quad(f, abs(k - kF), k + kF, points=points, limit=300,
               epsabs=1e-11, epsrel=1e-10)[0]
    return val / (8 * pi**2)


def slope_closed(k, kappa):
    A = k**2 + kF**2 + kappa**2
    ratio = ((k + kF)**2 + kappa**2) / ((k - kF)**2 + kappa**2)
    return (0.5 * A * np.log(ratio) - 2 * k * kF) / (2 * pi * k**2)


def sigma_closed(k, kappa):
    x, lam = k / kF, kappa / kF
    if x == 0:
        return -2 * kF / pi * (1 - lam * np.arctan2(1, lam))
    if lam == 0 and x == 1:
        return -kF / pi
    log = np.log(((1 + x)**2 + lam**2) / ((1 - x)**2 + lam**2))
    angles = np.arctan2(1 + x, lam) + np.arctan2(1 - x, lam)
    return -kF / pi * (1 + (1 + lam**2 - x**2) / (4 * x) * log - lam * angles)


def excess_factor(lam):
    return (1 - 2 * lam * np.arctan(1 / lam) + lam * np.arctan(2 / lam)
            - lam**2 / 4 * np.log(1 + 4 / lam**2))


def band(k, kappa):
    return k**2 / 2 + sigma_closed(k, kappa)


def velocity(k, kappa):
    return k + slope_closed(k, kappa)


def dos_ratio(k, kappa):
    return k**2 / (pi**2 * velocity(k, kappa)) / g0


# ---------- self-energy values against the definition ----------
assert abs(exchange_by_rays(0.0, coulomb_radial) + 2 * kF / pi) < 1e-10
assert abs(exchange_by_rays(kF, coulomb_radial) + kF / pi) < 1e-10
for x in (0.3, 0.8):
    direct = exchange_by_rays(x * kF, coulomb_radial)
    assert abs(direct - sigma_closed(x * kF, 0.0)) < 1e-9
assert abs(exchange_by_shells(1.4 * kF, coulomb)
           - sigma_closed(1.4 * kF, 0.0)) < 1e-9
for x in (0.3, 1.0, 1.4):
    direct = exchange_by_shells(x * kF, yukawa(kappa_tf))
    assert abs(direct - sigma_closed(x * kF, kappa_tf)) < 1e-9
assert abs(exchange_by_shells(0.6 * kF, yukawa(kappa_tf))
           - exchange_by_rays(0.6 * kF, yukawa_radial(kappa_tf))) < 1e-9

# ---------- slope formulas against differences of the definition ----------
h = 1e-3 * kF
for v, radial in ((coulomb, coulomb_radial),
                  (yukawa(0.5 * kF), yukawa_radial(0.5 * kF)),
                  (lambda q: 4 * pi / q**1.5, power_radial(1.5))):
    direct = central_slope(lambda k: exchange_by_rays(k, radial), 0.7 * kF, h)
    assert abs(direct - slope_by_transfer(0.7 * kF, v)) < 2e-5
for v, kappa in ((coulomb, 0.0), (yukawa(kappa_tf), kappa_tf)):
    direct = central_slope(lambda k: exchange_by_shells(k, v), 1.4 * kF, h)
    assert abs(direct - slope_by_transfer(1.4 * kF, v)) < 2e-5
    assert abs(direct - slope_closed(1.4 * kF, kappa)) < 2e-5
direct = central_slope(lambda k: exchange_by_shells(k, yukawa(kappa_tf)), kF, h)
assert abs(direct - slope_closed(kF, kappa_tf)) < 2e-5
lam_tf = kappa_tf / kF
at_surface = (0.5 * (1 + lam_tf**2 / 2) * np.log(1 + 4 / lam_tf**2) - 1) / pi
assert abs(direct - at_surface) < 2e-5


# ---------- which momentum transfers cause the divergence ----------
def slopes_near_surface(radial, cut=None):
    """Slopes of Sigma at delta/kF = 1e-3, 1e-4, 1e-5, from the definition."""
    out = []
    for d in (1e-3, 1e-4, 1e-5):
        func = lambda k: exchange_by_rays(k, radial, cut)
        out.append(central_slope(func, kF * (1 - d), kF * d / 10))
    return np.array(out)


per_decade = np.log(10) / pi
qc = 0.3 * kF
step_full = np.diff(slopes_near_surface(coulomb_radial))
step_small_q = np.diff(slopes_near_surface(
    lambda Q: 4 * pi * np.minimum(Q, qc), qc))
step_large_q = np.diff(slopes_near_surface(
    lambda Q: 4 * pi * np.maximum(Q - qc, 0), qc))
step_yukawa = np.diff(slopes_near_surface(yukawa_radial(qc)))
assert np.all(np.abs(step_full - per_decade) < 5e-3)
assert np.all(np.abs(step_small_q - per_decade) < 5e-3)
assert np.all(np.abs(step_large_q) < 5e-3)
assert np.all(np.abs(step_yukawa) < 5e-3)

# v ~ q^-s: steps per decade shrink for s < 2 and grow for s > 2.
# The tolerance covers corrections linear in delta at delta/kF = 1e-3.
step_ratio = {}
for s in (1.5, 2.0, 2.5):
    steps = np.diff(slopes_near_surface(power_radial(s)))
    step_ratio[s] = steps[1] / steps[0]
    assert abs(step_ratio[s] / 10**(s - 2) - 1) < 0.08


# ---------- a softened Fermi edge also removes the divergence ----------
def exchange_ramp(k, width):
    """Bare exchange when the occupation falls linearly over width."""
    lo, hi = kF - width / 2, kF + width / 2
    f = lambda p: (p * min(1.0, (hi - p) / width)
                   * np.log(abs((k + p) / (k - p))))
    total = sum(quad(f, a, b, epsabs=1e-11, epsrel=1e-11, limit=200)[0]
                for a, b in ((0, lo), (lo, k), (k, hi)))
    return -total / (pi * k)


ramp = 0.02 * kF
slope_ramp = central_slope(lambda k: exchange_ramp(k, ramp), kF, ramp / 20)
assert abs(slope_ramp - np.log(4 * kF / ramp) / pi) < 5e-3

# ---------- weak screening: kappa takes over the role of delta ----------
small = 1e-3 * kF
weak = slope_by_transfer(kF, yukawa(small), points=[small, 10 * small])
assert abs(weak - (np.log(2 * kF / small) - 1) / pi) < 1e-4


# ---------- bandwidth excess from the definition ----------
def excess_direct(kappa):
    radial = yukawa_radial(kappa)
    return exchange_by_rays(kF, radial) - exchange_by_rays(0.0, radial)


lams = np.array([0.01, 0.1, 0.5, 1.0, 2.0, 4.0])
excesses = np.array([excess_direct(lam * kF) for lam in lams])
for lam, e in zip(lams, excesses):
    assert abs(e - kF / pi * excess_factor(lam)) < 1e-9
assert np.all(np.diff(excesses) < 0) and excesses[-1] > 0
assert excesses[0] < kF / pi
assert abs((1 - excess_direct(1e-3 * kF) * pi / kF) / (pi / 2 * 1e-3) - 1) < 5e-3
assert abs(excess_direct(30 * kF) * pi / kF * 1.5 * 30**4 - 1) < 2e-2
for x in (0.3, 0.9, 1.2):
    s = [slope_by_transfer(x * kF, yukawa(lam * kF)) for lam in lams]
    assert np.all(np.diff(s) < 0) and s[-1] > 0


# ---------- density of states by counting states in an energy window ----------
def counted_dos(eta, kappa):
    """States per volume and energy within eta of the Fermi level, over g0,
    and the mean distance of the window edges from kF."""
    ef = band(kF, kappa)
    up = brentq(lambda k: band(k, kappa) - ef - eta, kF, 1.5 * kF, xtol=1e-15)
    dn = brentq(lambda k: band(k, kappa) - ef + eta, 0.5 * kF, kF, xtol=1e-15)
    return (up**3 - dn**3) / (3 * pi**2) / (2 * eta) / g0, (up - dn) / 2


assert abs(counted_dos(1e-4, kappa_tf)[0] / dos_ratio(kF, kappa_tf) - 1) < 1e-4
windows = (1e-2, 1e-4, 1e-6, 1e-8)
counts = []
for eta in windows:
    count, d = counted_dos(eta, 0.0)
    counts.append(count)
    if eta < 1e-3:
        assert abs(eta / (d * (kF + np.log(2 * kF / d) / pi)) - 1) < 1e-3
        assert abs(count * (1 + np.log(2 * kF / d) / (pi * kF)) - 1) < 1e-3
assert np.all(np.diff(counts) < 0)
delta_tenth = 2 * np.exp(-1 - 9 * pi * kF)
assert abs(dos_ratio(kF * (1 - delta_tenth), 0.0) - 0.1) < 1e-4

# ---------- worked example ----------
free_width = kF**2 / 2
bare_excess = exchange_by_rays(kF, coulomb_radial) - exchange_by_rays(0.0, coulomb_radial)
tf_excess = excess_direct(kappa_tf)
print(f"rs = {rs:.1f} bohr")
print(f"kF = {kF:.5f} 1/bohr")
print(f"free density of states g0 = {g0:.5f} 1/(hartree bohr^3)")
print(f"Thomas-Fermi kappa = {kappa_tf:.5f} 1/bohr")
print(f"Thomas-Fermi kappa/kF = {lam_tf:.4f}")
print("Unscreened: delta/kF, velocity/kF, g/g0 (no units)")
for d in (1e-1, 1e-2, 1e-4, 1e-8):
    k = kF * (1 - d)
    print(f"  {d:.0e}  {velocity(k, 0.0) / kF:.4f}  {dos_ratio(k, 0.0):.4f}")
print(f"delta/kF where unscreened g/g0 = 0.1: {delta_tenth:.2e}")
print("Unscreened: half-window (hartree), counted mean g/g0")
for eta, count in zip(windows, counts):
    print(f"  {eta:.0e}  {count:.4f}")
print("Rise of dSigma/dk from delta/kF = 1e-4 to 1e-5 (a.u.)")
print(f"  ln(10)/pi = {per_decade:.4f}")
print(f"  full 4pi/q^2: {step_full[1]:.4f}")
print(f"  only q < 0.3 kF kept: {step_small_q[1]:.4f}")
print(f"  only q > 0.3 kF kept: {step_large_q[1]:.4f}")
print(f"  Yukawa, kappa = 0.3 kF: {step_yukawa[1]:.4f}")
print("v ~ q^-s: s, ratio of successive rises per decade")
for s, r in step_ratio.items():
    print(f"  {s:.1f}  {r:.3f}")
print(f"Bare exchange, edge ramp 0.02 kF: dSigma/dk = {slope_ramp:.4f} a.u.")
print("Screened: kappa/kF, velocity/kF at kF, g/g0 at kF, excess/(kF/pi)")
for lam, e in zip(lams, excesses):
    kap = lam * kF
    print(f"  {lam:.2f}  {velocity(kF, kap) / kF:.4f}  "
          f"{dos_ratio(kF, kap):.4f}  {e * pi / kF:.5f}")
print("Thomas-Fermi screening:")
print(f"  dSigma/dk at kF = {slope_closed(kF, kappa_tf):.5f} a.u.")
print(f"  velocity/kF at kF = {velocity(kF, kappa_tf) / kF:.4f}")
print(f"  g/g0 at kF = {dos_ratio(kF, kappa_tf):.4f}")
print(f"  excess/(kF/pi) = {tf_excess * pi / kF:.5f}")
print(f"Free bandwidth = {free_width:.5f} hartree")
print(f"Unscreened excess kF/pi = {bare_excess:.5f} hartree")
print(f"Thomas-Fermi excess = {tf_excess:.5f} hartree")
print(f"Unscreened bandwidth = {free_width + bare_excess:.5f} hartree")
print(f"  = {(free_width + bare_excess) * HARTREE_EV:.3f} eV")
print(f"Thomas-Fermi bandwidth = {free_width + tf_excess:.5f} hartree")
print(f"  = {(free_width + tf_excess) * HARTREE_EV:.3f} eV")
print("no test failed")
```

Printed output:

```
rs = 4.0 bohr
kF = 0.47979 1/bohr
free density of states g0 = 0.04861 1/(hartree bohr^3)
Thomas-Fermi kappa = 0.78159 1/bohr
Thomas-Fermi kappa/kF = 1.6290
Unscreened: delta/kF, velocity/kF, g/g0 (no units)
  1e-01  2.3454  0.3454
  1e-02  3.8673  0.2534
  1e-04  6.9074  0.1447
  1e-08  13.0174  0.0768
delta/kF where unscreened g/g0 = 0.1: 9.45e-07
Unscreened: half-window (hartree), counted mean g/g0
  1e-02  0.2200
  1e-04  0.1254
  1e-06  0.0888
  1e-08  0.0691
Rise of dSigma/dk from delta/kF = 1e-4 to 1e-5 (a.u.)
  ln(10)/pi = 0.7329
  full 4pi/q^2: 0.7327
  only q < 0.3 kF kept: 0.7327
  only q > 0.3 kF kept: -0.0000
  Yukawa, kappa = 0.3 kF: -0.0000
v ~ q^-s: s, ratio of successive rises per decade
  1.5  0.322
  2.0  1.002
  2.5  3.163
Bare exchange, edge ramp 0.02 kF: dSigma/dk = 1.6860 a.u.
Screened: kappa/kF, velocity/kF at kF, g/g0 at kF, excess/(kF/pi)
  0.01  3.8518  0.2596  0.98418
  0.10  2.3348  0.4283  0.84287
  0.50  1.3939  0.7174  0.37868
  1.00  1.1374  0.8792  0.13399
  2.00  1.0264  0.9743  0.02306
  4.00  1.0028  0.9973  0.00219
Thomas-Fermi screening:
  dSigma/dk at kF = 0.02210 a.u.
  velocity/kF at kF = 1.0461
  g/g0 at kF = 0.9560
  excess/(kF/pi) = 0.04182
Free bandwidth = 0.11510 hartree
Unscreened excess kF/pi = 0.15272 hartree
Thomas-Fermi excess = 0.00639 hartree
Unscreened bandwidth = 0.26782 hartree
  = 7.288 eV
Thomas-Fermi bandwidth = 0.12149 hartree
  = 3.306 eV
no test failed
```
